# Does LO–TO splitting break cubic degeneracy at the Gamma point?

**Question**

I have a cubic polar crystal with two ions per cell. My phonon calculation first gives three equal optical frequencies at \(\Gamma\). When I switch on the correction for long-range fields, one mode moves up to \(\omega_{LO}\) and two stay at \(\omega_{TO}\), however close to \(\Gamma\) I go. But \(\Gamma\) has the full cubic symmetry, and a vector-like optical mode should then be threefold degenerate. Does the long-range field break the symmetry? And what are the frequencies at \(q=0\) itself?

**Answer**

The field does not break the symmetry. The split pattern belongs to small but nonzero \(q\), where a direction has been singled out. It is obtained by treating the electric field as instantaneous, and that treatment fails very close to \(\Gamma\). With the full Maxwell equations, three modes of an infinite crystal meet at \(q=0\), and they meet at \(\omega_{LO}\).

**What symmetry demands**

Let \(\mathbf u\) be the relative displacement of the two ions, and suppose its equation of motion is \(\omega^2\mathbf u=W(\mathbf q)\mathbf u\) with a 3×3 matrix \(W\). Rotating the crystal by an operation \(R\) of its point group changes nothing physical, so

\[
W(R\mathbf q)=R\,W(\mathbf q)\,R^{T}.
\]

At \(\mathbf q=0\) this says that \(W(0)\) is unchanged by every \(R\). Half-turns about the cube axes reverse the sign of the off-diagonal elements, which must therefore vanish. Threefold rotations about a body diagonal permute the diagonal elements, which must therefore be equal. So \(W(0)\) is a multiple of the unit matrix, and there is a triplet.

At \(\mathbf q\neq0\) the condition only relates different wavevectors, and a splitting is allowed. If \(W\) were continuous at \(\mathbf q=0\), the splitting would have to vanish as \(q\to0\). Your calculation shows that it does not, so the instantaneous \(W\) is discontinuous there. The cause is the macroscopic electric field.

**The field that accompanies a polarization wave**

I use atomic units with Gaussian-type fields, so that \(\mathbf D=\mathbf E+4\pi\mathbf P\), and \(c\) is the speed of light. All quantities vary as \(e^{i\mathbf q\cdot\mathbf r-i\omega t}\), with \(q\) far inside the Brillouin zone. Maxwell's curl equations are

\[
\mathbf q\times\mathbf E=\frac{\omega}{c}\mathbf B,\qquad
\mathbf q\times\mathbf B=-\frac{\omega}{c}(\mathbf E+4\pi\mathbf P).
\]

Take \(\mathbf q\times\) the first, insert the second, and expand the double cross product:

\[
\mathbf q(\mathbf q\cdot\mathbf E)-q^2\mathbf E=-\frac{\omega^2}{c^2}(\mathbf E+4\pi\mathbf P).
\]

The scalar product with \(\mathbf q\) makes the left side zero. For \(\omega\neq0\) this gives \(\mathbf q\cdot\mathbf E=-4\pi\,\mathbf q\cdot\mathbf P\). Putting this back and solving for \(\mathbf E\),

\[
\mathbf E=4\pi\,\frac{(\omega^2/c^2)\,\mathbf P-\mathbf q(\mathbf q\cdot\mathbf P)}{q^2-\omega^2/c^2}.
\]

Two limits can be taken, and they disagree:

\[
c\to\infty\ \text{at fixed }\mathbf q:\quad \mathbf E=-4\pi\,\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P),
\]
\[
q\to0\ \text{at fixed }\omega\text{ and }c:\quad \mathbf E=-4\pi\,\mathbf P .
\]

The first is the electrostatic field. It depends on the direction of \(\mathbf q\) but not on its length, so it has no limit at \(\mathbf q=0\). The second has no preferred direction. What decides between them for a transverse wave is the size of \(cq\) compared with \(\omega\).

The field acting on an ion also contains a contribution from its near surroundings. On a cubic lattice of point dipoles this adds the isotropic term \(4\pi\mathbf P/3\), so the local field divided by \(4\pi P\) should be \(-2/3\) along \(\mathbf q\) and \(+1/3\) across it in the electrostatic case, and \(-2/3\) for all three polarizations at \(q=0\) with retardation.

These values can be seen by adding up dipole fields directly. I took a simple cubic lattice of spacing 1 and kept the part of the field in phase with the dipole at the site. A smooth cutoff, \((1+x^2)e^{-x^2}\) with \(x=R/30\), made the sum over distances \(R\) converge. Instantaneous dipoles with \(q=0.3\) along a cube axis give \(-0.668\), \(0.334\) and \(0.334\). Retarded dipoles with \(\omega/c=0.3\) and \(q=0\) give \(-0.671\) three times. With this cutoff these differ from the expected values by less than 0.005 in units of \(4\pi P\); along a body diagonal the instantaneous sum gives \(-0.659\), \(0.330\) and \(0.330\), a deviation of 0.007. The last digit depends on the cutoff: fully converged, the instantaneous values along the cube axis are \(-0.669\) and \(0.3345\). The residual contains both the correction for a wavelength only about twenty times the spacing and the effect of the finite cutoff. In the retarded sum the two have opposite signs and partly cancel. Widening the cutoff to \(x=R/100\) moves that value to \(-0.680\), which is 0.013 from \(-2/3\) and closer to the true size of the finite-wavelength correction.

**The lattice and its dielectric function**

Let \(Z\) be the Born charge, \(\mu\) the reduced mass, \(\Omega\) the cell volume and \(\varepsilon_\infty\) the dielectric constant due to the electrons alone. I neglect damping, the frequency dependence of \(\varepsilon_\infty\), and the \(q\)-dependence of the short-range forces. Then

\[
\mu\ddot{\mathbf u}=-\mu\omega_{TO}^2\mathbf u+Z\mathbf E,\qquad
\mathbf P=\frac{Z\mathbf u}{\Omega}+\frac{\varepsilon_\infty-1}{4\pi}\mathbf E .
\]

Here \(\omega_{TO}\) is by definition the frequency at zero macroscopic field. The isotropic local-field term is already contained in \(\omega_{TO}\), \(Z\) and \(\varepsilon_\infty\).

At frequency \(\omega\) the first equation gives \(\mathbf u=Z\mathbf E/[\mu(\omega_{TO}^2-\omega^2)]\). Hence \(\mathbf D=\varepsilon_\infty\mathbf E+4\pi Z\mathbf u/\Omega=\varepsilon(\omega)\mathbf E\), with

\[
\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi Z^2}{\mu\Omega(\omega_{TO}^2-\omega^2)}
=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2}{\omega_{TO}^2-\omega^2},
\]
\[
\omega_{LO}^2=\omega_{TO}^2+\frac{4\pi Z^2}{\mu\Omega\varepsilon_\infty}.
\]

The second form follows by putting both terms over the common denominator. At \(\omega=0\) it gives the static constant \(\varepsilon_0=\varepsilon_\infty\,\omega_{LO}^2/\omega_{TO}^2\).

**The electrostatic pattern**

With the electrostatic field, transverse displacements have \(\mathbf E=0\) and oscillate at \(\omega_{TO}\). For a longitudinal displacement \(E=-4\pi P\), which means \(D=0\), so \(\varepsilon_\infty E=-4\pi Zu/\Omega\). This field pulls the ions back and raises the frequency to \(\omega_{LO}\). Both cases are contained in

\[
W_{ij}=\omega_{TO}^2\,\delta_{ij}+(\omega_{LO}^2-\omega_{TO}^2)\,\hat q_i\hat q_j .
\]

This matrix obeys \(W(R\mathbf q)=RW(\mathbf q)R^T\), so cubic symmetry is respected. It simply has no value at \(\mathbf q=0\).

**The modes with retardation**

The longitudinal mode is unaffected. Maxwell's equations still require \(D=0\) along \(\mathbf q\), hence \(\varepsilon(\omega)=0\) and \(\omega=\omega_{LO}\).

For a transverse wave \(\mathbf q\cdot\mathbf E=0\), and the double-cross-product equation becomes \(q^2\mathbf E=(\omega^2/c^2)\varepsilon(\omega)\mathbf E\). Therefore

\[
c^2q^2=\omega^2\varepsilon(\omega).
\]

Define \(s=c^2q^2/\varepsilon_\infty\), insert \(\varepsilon(\omega)\) and multiply by the denominator:

\[
s(\omega_{TO}^2-\omega^2)=\omega^2(\omega_{LO}^2-\omega^2). \tag{1}
\]

Collecting powers of \(\omega^2\),

\[
\omega^4-(\omega_{LO}^2+s)\,\omega^2+s\,\omega_{TO}^2=0,
\]
\[
\omega_\pm^2=\tfrac12\Big[\omega_{LO}^2+s\pm\sqrt{(\omega_{LO}^2+s)^2-4s\,\omega_{TO}^2}\Big].
\]

Each branch is doubly degenerate, because there are two transverse polarizations. These waves, part lattice vibration and part light, are phonon polaritons. For \(s>0\), the left side of the quadratic equation is negative at \(\omega^2=\omega_{TO}^2\) and at \(\omega^2=\omega_{LO}^2\), so both values lie between the roots: \(\omega_-<\omega_{TO}<\omega_{LO}<\omega_+\).

**How large must \(q\) be for the usual pattern?**

Let \(\Delta=\omega_{LO}^2-\omega_{TO}^2\), and let \(x=\omega_{TO}^2-\omega_-^2\) be the shortfall of the lower branch. Equation (1) reads \(sx=\omega_-^2(\Delta+x)\). Since \(\omega_-^2<\omega_{TO}^2\), we have \(sx<\omega_{TO}^2(\Delta+x)\), and for \(s>\omega_{TO}^2\)

\[
x<\frac{\omega_{TO}^2\,\Delta}{s-\omega_{TO}^2}.
\]

The shortfall should be small compared with \(\omega_{TO}^2\) and also with the splitting \(\Delta\). Both hold if \(s\gg\omega_{LO}^2\). Because \(\varepsilon_\infty\omega_{LO}^2=\varepsilon_0\omega_{TO}^2\), this condition is

\[
cq\gg\sqrt{\varepsilon_0}\;\omega_{TO}.
\]

In that regime (1) gives, to leading order, \(x\approx\omega_{TO}^2\Delta/s\). Using \(\varepsilon_\infty\Delta=(\varepsilon_0-\varepsilon_\infty)\omega_{TO}^2\),

\[
1-\frac{\omega_-^2}{\omega_{TO}^2}\approx(\varepsilon_0-\varepsilon_\infty)\frac{\omega_{TO}^2}{c^2q^2}.
\]

The roots of the quadratic add up to \(\omega_{LO}^2+s\), so the upper branch has \(\omega_+^2\approx s+\Delta\). It is then essentially light in a medium of dielectric constant \(\varepsilon_\infty\), far above the phonon frequencies. What remains among the phonons is one mode at \(\omega_{LO}\) and two near \(\omega_{TO}\).

**What happens as \(q\to0\)**

The product of the roots is \(s\omega_{TO}^2\). For small \(s\) the upper root tends to \(\omega_{LO}^2\), so the lower one is

\[
\omega_-^2\approx\frac{s\,\omega_{TO}^2}{\omega_{LO}^2}=\frac{c^2q^2}{\varepsilon_0}.
\]

This is light in the static medium, and its frequency goes to zero. The sum of the roots then gives

\[
\omega_+^2\approx\omega_{LO}^2+s\Big(1-\frac{\omega_{TO}^2}{\omega_{LO}^2}\Big)
=\omega_{LO}^2+\beta c^2q^2,\qquad
\beta=\frac{\omega_{LO}^2-\omega_{TO}^2}{\varepsilon_\infty\omega_{LO}^2}.
\]

The upper pair therefore comes down to meet the longitudinal mode. To this order, the squared frequencies and polarizations of the three modes are those of the matrix

\[
\omega_{LO}^2\,\delta_{ij}+\beta c^2\,(q^2\delta_{ij}-q_iq_j).
\]

A vector along \(\mathbf q\) has eigenvalue \(\omega_{LO}^2\), and a vector across it has \(\omega_{LO}^2+\beta c^2q^2\). The unit vectors \(\hat{\mathbf q}\) have disappeared. The matrix is a polynomial in the components of \(\mathbf q\), and at \(\mathbf q=0\) it is a multiple of the unit matrix, as symmetry demands.

The physical reason can be read from Maxwell's equations at \(q=0\). A uniform oscillation has no curl of \(\mathbf B\), so the displacement current must vanish by itself: \(\omega\mathbf D=0\). For \(\omega\neq0\) this means \(\mathbf D=0\) and \(\mathbf E=-4\pi\mathbf P\) for every polarization. All three displacements feel the restoring field that the longitudinal mode feels at finite \(q\). At \(q=0\) there is no direction left by which to call one of them longitudinal.

**Numbers**

Take the round model values \(\hbar\omega_{TO}=0.030\) eV, \(\varepsilon_\infty=3\), \(Z=1\), \(\mu=25000\) electron masses and \(\Omega=45\) Å\(^3\), with an fcc lattice. Evaluated in atomic units and converted, \(4\pi Z^2/(\mu\Omega\varepsilon_\infty)\) corresponds to \(4.085\times10^{-4}\) eV\(^2\). Hence

\[
\hbar\omega_{LO}=\sqrt{9.00\times10^{-4}+4.085\times10^{-4}}\ \text{eV}=0.0362\ \text{eV},
\]

and \(\varepsilon_0=3\times13.085/9.00=4.36\). The scale that \(\hbar cq\) must exceed by far is \(\sqrt{4.36}\times0.030=0.063\) eV.

As an example of the branch formula, take \(\hbar cq=0.10\) eV. In units of \(10^{-3}\) eV\(^2\), \(s=10/3=3.333\) and \(\omega_{LO}^2+s=4.642\). The square root is \(\sqrt{4.642^2-4\times3.333\times0.900}=3.090\). The squared energies are \((4.642\mp3.090)/2=0.776\) and \(3.866\), so the branches lie at 0.0279 and 0.0622 eV. Solving the coupled equations for \(\mathbf u\), \(\dot{\mathbf u}\), \(\mathbf E\) and \(\mathbf B\) as a numerical eigenvalue problem gives the following energies, all in eV:

| \(\hbar cq\) | lower pair | longitudinal | upper pair |
|---|---|---|---|
| 0 | 0 | 0.0362 | 0.0362 |
| 0.01 | 0.0048 | 0.0362 | 0.0363 |
| 0.03 | 0.0138 | 0.0362 | 0.0377 |
| 0.10 | 0.0279 | 0.0362 | 0.0622 |
| 0.30 | 0.0298 | 0.0362 | 0.1744 |
| 1.00 | 0.0300 | 0.0362 | 0.5777 |

The first row is the cubic triplet, with the lower pair at zero. The last row is the familiar pattern, with the upper pair gone off as light.

The lower branch is 1% below \(\omega_{TO}\) at \(\hbar cq=0.251\) eV; the large-\(q\) formula gives \(0.030\sqrt{1.362/(1-0.99^2)}=0.248\) eV. The corresponding wavevector is \(q=1.27\times10^{-4}\) Å\(^{-1}\). For a cube edge of 5.65 Å, the distance from \(\Gamma\) to the zone boundary at X is \(2\pi/5.65=1.11\) Å\(^{-1}\). The rearrangement is thus nearly complete (the remaining shortfall is about 5% of the LO-TO splitting) within about one ten-thousandth of that distance, and a dispersion plot drawn across the zone cannot show it.

**What your calculation is telling you**

In electrostatics at \(\mathbf q=0\), the equations leave a uniform field undetermined, so the calculation has to supply one.

- Your first result, three modes at \(\omega_{TO}\), sets the macroscopic field to zero. This choice is isotropic, so it gives a triplet.
- Your second result adds the electrostatic field for a chosen direction \(\hat{\mathbf q}\). It describes the approach to \(\Gamma\) along that direction, at wavevectors small on the scale of the zone but still satisfying \(cq\gg\sqrt{\varepsilon_0}\,\omega_{TO}\). It should be labelled \(\mathbf q\to0\) along \(\hat{\mathbf q}\), not \(\mathbf q=0\).
- The retarded spectrum at \(q=0\) has its triplet at \(\omega_{LO}\), and neither calculation gives it.

The last statement is for an infinite insulating crystal. In a doped polar semiconductor free carriers add a plasma term to \(\varepsilon(\omega)\). The condition \(\varepsilon(\omega)=0\) at \(q=0\) then gives two triplets of coupled plasmon-phonon modes. The lower one is not at zero, and the upper one stays near \(\omega_{LO}\) only while the plasma frequency is well below \(\omega_{LO}\). A sample much smaller than the wavelength of light at these frequencies stays electrostatic, and its shape fixes the field. In a small sphere in vacuum, a uniform polarization produces \(\mathbf E=-4\pi\mathbf P/3\) inside. With \(4\pi\mathbf P=(\varepsilon-1)\mathbf E\) this requires \(\varepsilon(\omega)=-2\), and the dielectric function gives

\[
\omega^2=\frac{\varepsilon_\infty\omega_{LO}^2+2\omega_{TO}^2}{\varepsilon_\infty+2}.
\]

This is again a triplet, now between \(\omega_{TO}\) and \(\omega_{LO}\). The sphere matters here: a flattened or elongated sample of the same crystal has different fields along its different axes, and its triplet splits. Cubic symmetry of the crystal guarantees the threefold degeneracy when the shape of the sample and its surroundings also keep the half-turns and threefold rotations used above, as a sphere does, or a cube or regular tetrahedron aligned with the crystal. A shape of lower symmetry can split the triplet. The frequency depends on the electric field that accompanies it.

Damping has been left out throughout. The undamped frequencies are a good guide when the linewidth is small compared with the phonon frequencies and with the distance between the lower and upper transverse branches.
